\section*{Choosing solver, centre, q=0 term and seeds in polaron calculations, part 1}

(Sections cited here and not found follow in the second part.)

\section{The choices to be made}

A polaron calculation on an $N\times N\times N$ grid needs four decisions before it starts: whether to solve the equations by alternating updates or by conjugate gradients (CG), whether to hold the polaron centre fixed, what to put in place of the divergent coupling at $q=0$, and which seeds to start from. A run can meet its tolerance and still return a delocalised state, a metastable polaron, or an energy whose finite-size error exceeds the energy itself. The settings below follow from the gradient and Hessian of the energy. The ions are classical and harmonic and the coupling is linear in the displacement.

\section{Energy and equations}

There are $N_p=N^3$ cells, band energies $\varepsilon_{n\mathbf k}$ are measured from the band bottom, the electron amplitudes obey $N_p^{-1}\sum|A_{n\mathbf k}|^2=1$, and $B_{\mathbf q\nu}$ are phonon amplitudes. The phase convention is $g^*_{mn\nu}(\mathbf k,\mathbf q)=g_{nm\nu}(\mathbf k+\mathbf q,-\mathbf q)$, with $\omega_{-\mathbf q\nu}=\omega_{\mathbf q\nu}$. With the source
\begin{equation}
S_{\mathbf q\nu}=\frac1{N_p}\sum_{mn\mathbf k}A^*_{m\mathbf k+\mathbf q}\,g_{mn\nu}(\mathbf k,\mathbf q)\,A_{n\mathbf k},
\end{equation}
the formation energy is
\begin{equation}
E[A,B]=E_{\rm kin}+\frac1{N_p}\sum_{\mathbf q\nu}\big(\hbar\omega|B|^2-2\,{\rm Re}\,B^*S\big),\qquad E_{\rm kin}=\frac1{N_p}\sum\varepsilon|A|^2 .
\end{equation}
Completing the square, $\hbar\omega|B|^2-2{\rm Re}B^*S=\hbar\omega|B-S/\hbar\omega|^2-|S|^2/\hbar\omega$. At fixed $A$ the unique minimum is $B=S/\hbar\omega$, where $E=E_{\rm kin}-E_{\rm ph}$ with $E_{\rm ph}=N_p^{-1}\sum\hbar\omega|B|^2$.

In $S_{-\mathbf q}$ substitute $\mathbf k\to\mathbf k+\mathbf q$ and exchange $m$ and $n$. The summand becomes $A^*_{n\mathbf k}\,g_{nm\nu}(\mathbf k+\mathbf q,-\mathbf q)A_{m\mathbf k+\mathbf q}$, the conjugate of the summand of $S_{\mathbf q}$. Hence $B_{-\mathbf q}=B^*_{\mathbf q}$, the sum $\sum B^*S$ is real and equals $\sum BS^*$, and
\begin{align}
E[A,B]&=N_p^{-1}\langle A|H[B]|A\rangle+E_{\rm ph}[B],\label{eq:quad}\\
H_{n\mathbf k,\,m\mathbf k+\mathbf q}&=\varepsilon_{n\mathbf k}\delta_{mn}\delta_{\mathbf q0}-\frac2{N_p}\sum_\nu B_{\mathbf q\nu}\,g^*_{mn\nu}(\mathbf k,\mathbf q).
\end{align}
The transposed element contains $B_{-\mathbf q}\,g^*_{nm\nu}(\mathbf k+\mathbf q,-\mathbf q)=B^*_{\mathbf q}\,g_{mn\nu}(\mathbf k,\mathbf q)$, so $H$ is Hermitian. Stationarity in $A$ at fixed norm gives $H[B]A=\varepsilon A$. At $B=S/\hbar\omega$, Eq.~\eqref{eq:quad} gives $\varepsilon=E-E_{\rm ph}=E_{\rm kin}-2E_{\rm ph}$.

The analysis of the solvers uses one band and a coupling $g_\nu(\mathbf q)$ independent of $\mathbf k$. Set $\psi_{\mathbf R}=N_p^{-1}\sum_{\mathbf k}A_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}$, so that $\sum|\psi|^2=1$, and $n_{\mathbf R}=|\psi_{\mathbf R}|^2$, $n_{\mathbf q}=\sum_{\mathbf R}n_{\mathbf R}e^{-i\mathbf q\cdot\mathbf R}$. Then $S_{\mathbf q\nu}=g_\nu n^*_{\mathbf q}$, and with $W_{\mathbf q}=\sum_\nu|g_\nu|^2/\hbar\omega_\nu\ge0$,
\begin{equation}
E[\psi]=\psi\cdot T\psi-n\cdot W\!*\!n,\qquad H=T-2\,W\!*\!n,
\end{equation}
where $T$ is the hopping matrix and $W\!*$ multiplies by $W_{\mathbf q}$ in Fourier space, at the cost of two FFTs. The frequencies enter only through $W$.

For real normalised $\psi$ take $\psi'=\psi\sqrt{1-|\delta|^2}+\delta$ with $\delta\perp\psi$ real. To second order $n'=n+2\psi\delta+\delta^2-|\delta|^2n$, so
\begin{align}
\psi'\cdot T\psi'&=\psi\cdot T\psi\,(1-|\delta|^2)+2\delta\cdot T\psi+\delta\cdot T\delta,\nonumber\\
n'\cdot W\!*\!n'&=n\cdot W\!*\!n+2(W\!*\!n)\cdot(2\psi\delta+\delta^2-|\delta|^2n)+4(\psi\delta)\cdot W\!*\!(\psi\delta).\nonumber
\end{align}
Subtracting, and using $\varepsilon=\psi\cdot H\psi$, $r=(H-\varepsilon)\psi$ and $P=1-\psi\psi^T$,
\begin{equation}
E'=E+2\,\delta\cdot r+\delta\cdot K\delta,\quad K=L-M,\quad L=P(H-\varepsilon)P,\quad M=4P\psi W\psi P .
\end{equation}
$M\ge0$ because $W_{\mathbf q}\ge0$. An imaginary variation $i\eta$ changes $n$ only at second order and costs $\eta\cdot L\eta$. The global phase, $\eta\propto\psi$, is an exact zero mode, removed by keeping $\psi$ real. If $\psi$ is the non-degenerate ground state of its own $H$, then $L>0$ on the complement of $\psi$, and $K>0$ makes the state a strict local minimum. Since $L=K+M$ and $M\ge0$, $K>0$ by itself implies $L>0$, so such a minimum is always the ground state of its own $H$.

\subsection*{Model used for the numbers}
The lattice is simple cubic with $a=4$~\AA, $\varepsilon_{\mathbf k}=2t(3-\sum_i\cos k_ia)$ and $t=0.3$~eV, giving $m^*=\hbar^2/2ta^2=0.794\,m_e$. With lengths in units of $a$,
\begin{equation}
W_{\mathbf q}=\sum_{\mathbf G}\frac{2\pi U\,e^{-|\mathbf q+\mathbf G|^2\sigma^2}}{|\mathbf q+\mathbf G|^2}+W_H,\qquad U=\frac{e^2}{4\pi\epsilon_0\kappa a}.
\end{equation}
The first term is a Fr\"ohlich branch for a Gaussian orbital of width $\sigma=2$~\AA, where $\kappa^{-1}$ is the difference of the inverse high-frequency and static dielectric constants; $\kappa=4$ gives $U=0.900$~eV. The second is a Holstein branch with $W_H=1.2$~eV. The term $\mathbf q+\mathbf G=0$ is omitted unless stated. The numerical check supplies all values.

\section{Option: alternating updates}

One step sets $B=S[A]/\hbar\omega$ and replaces $A$ by the lowest eigenvector of $H[B]$. The first half minimises $E$ over $B$ exactly. By Eq.~\eqref{eq:quad} the second half minimises it over normalised $A$ exactly. The energy cannot rise, for any number of bands and any $g(\mathbf k,\mathbf q)$, provided the lowest eigenvector is taken.

For the rate, let the input be $\psi+\delta$ with $\delta$ and the residual $r$ of $\psi$ small. The potential changes by $\delta H=-4W\!*\!(\psi\delta)$. Write the output as $\psi+\delta'$ and project its eigenvalue equation with $P$; to first order $r+L\delta'+P\,\delta H\psi=0$, that is
\begin{equation}
L\delta'=M\delta-r.\label{eq:map}
\end{equation}
At a solution $r=0$ and the error is multiplied by $L^{-1}M$, whose eigenvalues solve $Mv=\mu Lv$. Since $L>0$ and $M\ge0$, $\mu=v\cdot Mv/v\cdot Lv\ge0$: no error component alternates in sign. Since $v\cdot Kv=(1-\mu)\,v\cdot Lv$, all $\mu<1$ if and only if $K>0$. Local minima attract, saddles repel, and the asymptotic rate is the largest $\mu$ among the modes that the symmetry of the seed allows. Linear mixing with weight $\gamma<1$ turns $\mu$ into $1-\gamma(1-\mu)>\mu$, so near a minimum it only slows the scheme and should be off.

For cubic seeds at $N=19$ the generalised eigenproblem gives $\mu=0.2856$ for the small polaron and $0.6664$ for the large one, and the observed error ratios agree to these digits (tested at 2\% of $\mu$). A decade costs $1/|\log_{10}0.6664|=5.7$ steps for the large polaron. Since $1-\mu=v\cdot Kv/v\cdot Lv$, the rate degrades when $K$ softens relative to $L$ in a sector the seed allows; $K$ must soften in some sector near parameters where a minimum disappears.

\section{Option: conjugate gradients}

With $B$ eliminated, $E[\psi]$ is minimised on the unit sphere. With the preconditioned residual $z=P(\varepsilon_{\mathbf k}+E_{\rm kin}+0.1t)^{-1}r$, the Polak--Ribi\`ere direction is
\begin{equation}
d=P(-z+\beta\,d_{\rm old}),\qquad \beta=\max\Big(0,\frac{z\cdot(r-r_{\rm old})}{z_{\rm old}\cdot r_{\rm old}}\Big),
\end{equation}
where $d_{\rm old}$ is the tangent of the previous great circle at its end point, and $d$ is reset to $-z$ if $d\cdot r\ge0$. The preconditioner removes the growth of $K$ with $\varepsilon_{\mathbf k}$; the shift $E_{\rm kin}$ follows the polaron size, and $0.1t$ keeps the denominator positive for a uniform state.

The line search is exact. Normalise $d$ and set $\psi(\theta)=\cos\theta\,(\psi+ud)$, $u=\tan\theta$, $\cos^2\theta=(1+u^2)^{-1}$. The density is $\cos^2\theta\,(n_1+2un_2+u^2n_3)$ with $n_1=\psi^2$, $n_2=\psi d$, $n_3=d^2$. With $G_{ij}=n_i\cdot W\!*\!n_j$, $T_{11}=\psi\cdot T\psi$, $T_{12}=\psi\cdot Td$, $T_{22}=d\cdot Td$, multiply the kinetic part by $(1+u^2)/(1+u^2)$ to obtain $E=\mathcal P(u)/(1+u^2)^2$, $\mathcal P=\sum_{j=0}^4p_ju^j$, with
\begin{align}
p_0&=T_{11}-G_{11}, & p_1&=2T_{12}-4G_{12}=2\,d\cdot r,\nonumber\\
p_2&=T_{11}+T_{22}-2G_{13}-4G_{22}, & p_3&=2T_{12}-4G_{23},\nonumber\\
p_4&=T_{22}-G_{33}.\nonumber
\end{align}
The derivative is $[\mathcal P'(1+u^2)-4u\mathcal P]/(1+u^2)^3$. In the numerator
\begin{align}
\mathcal P'(1+u^2)&=p_1+2p_2u+(3p_3+p_1)u^2+(4p_4+2p_2)u^3+3p_3u^4+4p_4u^5,\nonumber\\
4u\mathcal P&=4p_0u+4p_1u^2+4p_2u^3+4p_3u^4+4p_4u^5,\nonumber
\end{align}
the $u^5$ terms cancel, and stationarity reads
\begin{equation}
p_1+(2p_2-4p_0)u+3(p_3-p_1)u^2+(4p_4-2p_2)u^3-p_3u^4=0 .
\end{equation}
As $p_1<0$, the smallest positive root at which the quartic changes sign is the first minimum along the circle. If there is no such root, $E$ falls all the way to $\theta=\pi/2$; any $u>0$ then lowers it, and $u=1$ is taken in place of the exact step. Either step keeps the energy falling and crosses no barrier on that circle; it does not guarantee which basin is reached. Evaluating $p_1$ as $2d\cdot r$ avoids subtracting two nearly equal numbers near convergence. With $\mathbf k$-dependent coupling $S$ is still quadratic in $A$, so $E$ remains quartic and the same search applies.

To reach $|r|<10^{-8}$~eV from the same seeds, CG took 7 steps for the small and 11 for the large polaron, against 12 and 26 alternating steps. A CG step needs four FFT pairs, whereas an alternating step needs an iterative diagonalisation. The two energies are tested to agree to $10^{-10}$~eV. CG does not enforce that $\psi$ is the lowest state of $H$, so one diagonalisation should follow; here it confirms this, with gaps of 1.294 and 0.088~eV.

\section{Option: fixing the centre}

\subsection{Translations are exact only without Umklapp}
The shift $A_{\mathbf k}\to e^{-i\mathbf k\cdot\mathbf s}A_{\mathbf k}$ leaves $E_{\rm kin}$ unchanged. On a ring with $k\in[0,2\pi/a)$ the label $k+q$ either lies in the zone or is folded back by $2\pi/a$. Call the two parts of the source $S^{\rm N}$ and $S^{\rm U}$. The product $A^*_{k+q}A_k$ gains $e^{iqs}$ or $e^{i(q-2\pi/a)s}$, so $|S|^2=|S^{\rm N}|^2+|S^{\rm U}|^2+2{\rm Re}(S^{\rm N}S^{{\rm U}*}e^{2\pi is/a})$ and
\begin{equation}
E(s)-E(0)=-\frac2{N_p}{\rm Re}\big[(e^{2\pi is/a}-1)Z\big],\qquad Z=\sum_{q\nu}\frac{S^{\rm N}S^{{\rm U}*}}{\hbar\omega}.
\end{equation}
Only lattice translations are symmetries. A continuous zero mode exists when the Umklapp cross term is absent, as in a continuum model. For complex $Z$ the extrema lie off the sites and the change vanishes also at $s=-a\arg Z/\pi$ modulo $a$. On a six-cell ring with random two-band couplings ($|Z|=0.033$~eV) this zero falls at $0.299\,a$: a shift of $0.3\,a$ changes $E$ by $-5.5\times10^{-5}$~eV, although other shifts reach $1.7\times10^{-2}$~eV. One trial shift cannot establish invariance. For the lattice model, here and below, $\mathbf k$ and $\mathbf q$ lie in the zone centred on $0$, so that for odd $N$ a real $\psi$ stays real under the shift. There $k+q$ folds by $-2\pi/a$ for $q>0$ and by $+2\pi/a$ for $q<0$; the $q<0$ terms enter $Z$ as $S^{{\rm N}*}S^{\rm U}/\hbar\omega$ and the formula keeps its form. In the one-band model with $A_k\ge0$ every term of $Z$ is non-negative, and a rigid shift away from a site raises $E$. For the small polaron a rigid shift of $0.3\,a$ costs 0.393~eV, and nothing within rounding when the density is built on a doubled grid without folding.

\subsection{Soft modes of a large polaron}
Let $V(s)$ be the energy minimised at fixed centre $s$ along $x$. It has period $a$ and is even for an inversion-symmetric model. When $A_{\mathbf k}$ is concentrated near $\mathbf k=0$ the Umklapp terms are small and the first harmonic is assumed to dominate,
\begin{equation}
V(s)=V(0)+\tfrac12\Delta\,[1-\cos(2\pi s/a)],
\end{equation}
with $\Delta$ the Peierls--Nabarro barrier to the bond-centred state. The tangent of this valley is, to leading order in the Umklapp terms, $\tau=\partial\psi/\partial s$, with Fourier components $-ik_xA_{\mathbf k}$. At $s=0$ the relaxed tangent is identified with the soft eigenvector of $K$, of eigenvalue $\lambda$, and the rigid form of $\tau$ is used only for norms and overlaps; then $\delta=s\tau$ gives $V''=2\tau\cdot K\tau=2\lambda|\tau|^2$, while the cosine gives $V''=2\pi^2\Delta/a^2$. Off centre, $V'=2\tau\cdot r$. Thus
\begin{equation}
\lambda=\frac{\pi^2\Delta}{a^2|\tau|^2},\qquad 2\,\tau\cdot r=\frac{\pi\Delta}{a}\sin\frac{2\pi s}{a}.
\end{equation}
For alternation, multiply Eq.~\eqref{eq:map} by $\tau$ and use $M=L-K$: $\tau\cdot L(\delta'-\delta)=-\tau\cdot r-\tau\cdot K\delta$. The last term is negligible since $K\tau\approx0$. Once the stiff modes have decayed $\delta'-\delta=\delta s\,\tau$, and
\begin{equation}
\delta s=-\frac{V'(s)}{2\,\tau\cdot L\tau}\ \text{per step},\qquad 1-\mu_{\rm soft}=\frac{\lambda|\tau|^2}{\tau\cdot L\tau}.
\end{equation}

At $N=19$ a mirror-symmetrised CG run gives $\Delta=1.446\times10^{-8}$~eV, with $|\tau|^2=0.0817\,a^{-2}$ and $\tau\cdot L\tau=0.00849$~eV\,$a^{-2}$. Then $\lambda=9.870\times1.4458\times10^{-8}/0.08171=1.746\times10^{-6}$~eV, equal to the lowest eigenvalue of $K$ odd in $x$ found by Lanczos iteration. At $s=a/4$, $V'=\pi\Delta/a=4.54\times10^{-8}$~eV$/a$ and $\delta s=-4.54\times10^{-8}/(2\times0.00849)\approx-2.7\times10^{-6}\,a$ ($-2.676\times10^{-6}\,a$ with unrounded inputs), matching the computed force and drift. All three relations are tested at 10\% of the formula and hold much more closely, which supports the single harmonic for this polaron. $\Delta$ belongs to this cell and is not converged in $N$: it is about twice as large at $N=27$ to 33, and $\lambda$, the force and the drift scale with it. With $1-\mu_{\rm soft}=1.68\times10^{-5}$, alternation needs $6\times10^4$ steps to reduce a small offset by a factor $e$.

This part has analysed the alternating and CG solvers and shown that the centre of the large polaron moves in an almost flat periodic valley, with a barrier of only $1.446\times10^{-8}$~eV at $N=19$. It remains to settle when to fix the centre, what to put in place of the $q=0$ term, and which seeds and grid size to use.
